# Blue-moon reweighting and the curvature term for a bond angle: test program

```python
"""Blue-moon sampling of the bond angle theta of a triatomic A-B-C.

Result under test, for motion M r'' = -grad V + lambda grad theta:
  <O>_cond = <Z^(-1/2) O>_c / <Z^(-1/2)>_c
  dF/dtheta = <Z^(-1/2) (lambda + kT G)>_c / <Z^(-1/2)>_c
Z = grad theta . M^-1 grad theta
G = grad theta . M^-1 H M^-1 grad theta / Z^2, H = Hessian of theta
_c: constrained canonical ensemble; _cond: conditional ensemble;
F = -kT ln P(theta), P the probability density of theta.
Units: nm, ps, u, kJ/mol (1 u nm^2/ps^2 = 1 kJ/mol), radians.
"""
import numpy as np
from scipy.constants import R as gas_constant

temperature = 300.0
kT = gas_constant * temperature / 1000.0
masses = np.array([20.0, 10.0, 30.0])
inv_mass = (1.0 / masses)[:, None, None]
# each spring: atom, atom, force constant, rest length
springs = ((0, 1, 2000.0, 0.30), (1, 2, 3000.0, 0.25), (0, 2, 500.0, 0.40))
target = np.radians(70.0)


def dot(a, b):
    return (a * b).sum(axis=(0, 1))


def angle_only(pos):
    u, w = pos[0] - pos[1], pos[2] - pos[1]
    c = (u * w).sum(0) / np.sqrt((u * u).sum(0) * (w * w).sum(0))
    return np.arccos(c)


def angle_gradient(pos):
    u, w = pos[0] - pos[1], pos[2] - pos[1]
    r1, r2 = np.sqrt((u * u).sum(0)), np.sqrt((w * w).sum(0))
    eu, ew = u / r1, w / r2
    c = (eu * ew).sum(0)
    s = np.sqrt(1.0 - c * c)
    ga, gc = (c * eu - ew) / (r1 * s), (c * ew - eu) / (r2 * s)
    return np.stack([ga, -ga - gc, gc]), r1, r2


def potential_and_gradient(pos, spring_set):
    energy, grad = 0.0, np.zeros_like(pos)
    for i, j, k, rest in spring_set:
        diff = pos[i] - pos[j]
        d = np.sqrt((diff * diff).sum(0))
        energy = energy + 0.5 * k * (d - rest) ** 2
        pull = k * (d - rest) / d * diff
        grad[i] += pull
        grad[j] -= pull
    return energy, grad


def z_closed(r1, r2, theta):
    ma, mb, mc = masses
    return ((1 / ma + 1 / mb) / r1**2 + (1 / mc + 1 / mb) / r2**2
            - 2 * np.cos(theta) / (mb * r1 * r2))


def g_closed(r1, r2, theta):
    return 2 * np.sin(theta) / (masses[1] * r1 * r2 * z_closed(r1, r2, theta))


def planar_positions(r1, r2, theta):
    pos = np.zeros((3, 3, r1.size))
    pos[0, 0] = r1
    pos[2, 0], pos[2, 1] = r2 * np.cos(theta), r2 * np.sin(theta)
    return pos


def bond_grid(theta, spring_set, n=60):
    """Quadrature nodes and conditional weights over both bond lengths."""
    x, w = np.polynomial.legendre.leggauss(n)
    nodes, weights = [], []
    for _, _, k, rest in spring_set[:2]:
        half = 8.0 * np.sqrt(kT / k)
        nodes.append(rest + half * x)
        weights.append(half * w)
    r1, r2 = [a.ravel() for a in np.meshgrid(*nodes, indexing="ij")]
    pos = planar_positions(r1, r2, theta)
    energy, grad_v = potential_and_gradient(pos, spring_set)
    weight = (np.outer(*weights).ravel() * r1**2 * r2**2 * np.sin(theta)
              * np.exp(-energy / kT))
    return r1, r2, pos, grad_v, weight


def free_energies(theta, spring_set):
    r1, r2, _, _, weight = bond_grid(theta, spring_set)
    constrained = weight * np.sqrt(z_closed(r1, r2, theta))
    return np.array([-kT * np.log(weight.sum()),
                     -kT * np.log(constrained.sum())])


def quadrature_averages(theta, spring_set):
    """Z, G and the velocity-averaged multiplier from Cartesian derivatives."""
    r1, r2, pos, grad_v, cond = bond_grid(theta, spring_set)
    g = angle_gradient(pos)[0]
    Z = dot(g, inv_mass * g)
    h = 1e-5
    trace, ghg = 0.0, 0.0
    for atom in range(3):
        for axis in range(3):
            plus, minus = pos.copy(), pos.copy()
            plus[atom, axis] += h
            minus[atom, axis] -= h
            row = (angle_gradient(plus)[0] - angle_gradient(minus)[0]) / (2*h)
            trace = trace + row[atom, axis] / masses[atom]
            ghg = ghg + g[atom, axis] / masses[atom] * dot(row, inv_mass * g)
    G = ghg / Z**2
    assert np.allclose(Z, z_closed(r1, r2, theta), rtol=1e-9)
    assert np.allclose(G, g_closed(r1, r2, theta), rtol=1e-5)
    lam = (dot(g, inv_mass * grad_v) - kT * (trace - ghg / Z)) / Z
    cons = cond * np.sqrt(Z)
    cond, cons = cond / cond.sum(), cons / cons.sum()
    return {"lam_c": cons @ lam, "G_c": cons @ G, "r1_c": cons @ r1,
            "zinv_c": cons @ Z**-0.5, "lam_cond": cond @ lam,
            "G_cond": cond @ G, "r1_cond": cond @ r1,
            "force": cond @ (lam + kT * G),
            "unweighted": cons @ (lam + kT * G)}


# --- Constrained kinetic matrix against the closed form of Z ---
def positions_from_internal(q):
    origin, (al, be, ga), (r1, r2, theta) = q[:3], q[3:6], q[6:]

    def rot_z(a):
        return np.array([[np.cos(a), -np.sin(a), 0],
                         [np.sin(a), np.cos(a), 0], [0, 0, 1]])
    rot_x = np.array([[1, 0, 0], [0, np.cos(be), -np.sin(be)],
                      [0, np.sin(be), np.cos(be)]])
    rot = rot_z(al) @ rot_x @ rot_z(ga)
    a = origin + rot @ np.array([r1, 0, 0])
    c = origin + rot @ np.array([r2 * np.cos(theta), r2 * np.sin(theta), 0])
    return np.concatenate([a, origin, c])


rng = np.random.default_rng(7)
metric_error = 0.0
for _ in range(10):
    q = np.concatenate([rng.normal(size=3), rng.uniform(0.4, 2.5, 3),
                        rng.uniform(0.2, 0.4, 2), rng.uniform(0.6, 2.4, 1)])
    h = 1e-5
    jac = np.array([(positions_from_internal(q + h * e)
                     - positions_from_internal(q - h * e)) / (2 * h)
                    for e in np.eye(9)]).T
    A = jac.T @ np.diag(np.repeat(masses, 3)) @ jac
    ratio = np.linalg.det(A[:8, :8]) / np.linalg.det(A)
    metric_error = max(metric_error, abs(ratio / z_closed(*q[6:]) - 1))
    volume = q[6]**2 * q[7]**2 * np.sin(q[8]) * np.sin(q[4])
    assert abs(abs(np.linalg.det(jac)) / volume - 1) < 1e-6
assert metric_error < 1e-6

# --- Mean force against the numerical derivative of the free energy ---
quad = quadrature_averages(target, springs)
step = 2e-4
slope, slope_c = (free_energies(target + step, springs)
                  - free_energies(target - step, springs)) / (2 * step)
assert abs(quad["force"] - slope) < 1e-4
assert abs(quad["lam_c"] - slope_c) < 1e-4

# --- Integrated profile from 60 to 120 degrees ---
low, high = np.radians([60.0, 120.0])
x, w = np.polynomial.legendre.leggauss(12)
profile = [quadrature_averages(0.5 * (low + high) + 0.5 * (high - low) * t,
                               springs) for t in x]
w = 0.5 * (high - low) * w
delta_force = sum(a * p["force"] for a, p in zip(w, profile))
delta_no_g = sum(a * p["lam_cond"] for a, p in zip(w, profile))
delta_unweighted = sum(a * p["unweighted"] for a, p in zip(w, profile))
delta_direct = (free_energies(high, springs) - free_energies(low, springs))[0]
assert abs(delta_force - delta_direct) < 1e-4

# --- Stiff bonds: the weight still matters, by half the curvature term ---
stiff = tuple((i, j, k * (100.0 if n < 2 else 1.0), rest)
              for n, (i, j, k, rest) in enumerate(springs))
quad_stiff = quadrature_averages(target, stiff)
g_rest = g_closed(0.30, 0.25, target)
stiff_ratio = (quad_stiff["unweighted"] - quad_stiff["force"]) / (kT * g_rest)
assert abs(stiff_ratio - 0.5) < 0.01

# --- Constrained dynamics; the multiplier is read from the integrator ---
replicas, dt, equilibration, production = 1500, 0.004, 500, 2000
start = [rest + np.sqrt(kT / k) * np.clip(rng.normal(size=replicas), -3, 3)
         for _, _, k, rest in springs[:2]]
pos = planar_positions(start[0], start[1], target)
g, r1, r2 = angle_gradient(pos)
Z = dot(g, inv_mass * g)
grad_v = potential_and_gradient(pos, springs)[1]
sums = np.zeros((6, replicas))
worst_angle = 0.0
for n in range(equilibration + production):
    if n % 25 == 0:  # fresh thermal velocities tangent to the constraint
        vel = rng.normal(size=pos.shape) * np.sqrt(kT * inv_mass)
        vel -= inv_mass * g * (dot(g, vel) / Z)
    direction = inv_mass * g
    vel = vel - 0.5 * dt * inv_mass * grad_v
    new = pos + dt * vel
    shift = np.zeros(replicas)
    for _ in range(7):
        change = (target - angle_only(new)) / Z
        new += direction * change
        shift += change
    if n >= equilibration:
        lam = 2.0 * shift / dt**2
        weight = Z**-0.5
        total = lam + kT * g_closed(r1, r2, target)
        sums += np.array([lam, total, r1, weight, weight * total, weight * r1])
    vel += direction * (shift / dt)
    pos = new
    g, r1, r2 = angle_gradient(pos)
    Z = dot(g, inv_mass * g)
    grad_v = potential_and_gradient(pos, springs)[1]
    vel -= 0.5 * dt * inv_mass * grad_v
    vel -= inv_mass * g * (dot(g, vel) / Z)
    worst_angle = max(worst_angle, np.abs(angle_only(pos) - target).max())
assert worst_angle < 1e-6
sums /= production


def ratio_and_error(num, den):
    value = num.mean() / den.mean()
    error = np.std(num - value * den, ddof=1) / np.sqrt(replicas) / den.mean()
    return value, error


one = np.ones(replicas)
md_lam = ratio_and_error(sums[0], one)
md_unweighted = ratio_and_error(sums[1], one)
md_r1_c = ratio_and_error(sums[2], one)
md_force = ratio_and_error(sums[4], sums[3])
md_r1_cond = ratio_and_error(sums[5], sums[3])
# replicas are independent, so five standard errors is the sampling tolerance
for (value, error), exact in ((md_lam, quad["lam_c"]), (md_force, slope),
                              (md_unweighted, quad["unweighted"]),
                              (md_r1_c, quad["r1_c"]),
                              (md_r1_cond, quad["r1_cond"])):
    assert abs(value - exact) < 5 * error, (value, error, exact)
assert abs(md_unweighted[0] - slope) > 5 * md_unweighted[1]

unit = "kJ/mol/rad"
print(f"temperature: {temperature:.0f} K;  kT: {kT:.4f} kJ/mol")
print("masses A, B, C:", masses, "u")
for (i, j, k, rest) in springs:
    print(f"spring {'ABC'[i]}{'ABC'[j]}: k = {k:.0f} kJ/mol/nm^2, "
          f"rest length = {rest:.2f} nm")
print(f"constrained angle: {np.degrees(target):.1f} deg")
print(f"Z at AB, BC rest lengths: {z_closed(0.30, 0.25, target):.4f} 1/(u nm^2)")
print(f"G at AB, BC rest lengths: {g_rest:.4f} (per rad)")
print(f"kT G at AB, BC rest lengths: {kT * g_rest:.4f} {unit}")
print(f"largest relative error, metric ratio against Z: {metric_error:.1e}")
print("QUADRATURE at the constrained angle")
print(f"<Z^-1/2>_c: {quad['zinv_c']:.5f} u^(1/2) nm")
print(f"<r1>_c: {quad['r1_c']:.5f} nm;  <r1>_cond: {quad['r1_cond']:.5f} nm")
print(f"<lambda>_c: {quad['lam_c']:.4f} {unit}")
print(f"numerical dF_c/dtheta: {slope_c:.4f} {unit}")
print(f"kT <G>_c: {kT * quad['G_c']:.4f} {unit}")
print(f"unweighted <lambda + kT G>_c: {quad['unweighted']:.4f} {unit}")
print(f"reweighted <lambda>: {quad['lam_cond']:.4f} {unit}")
print(f"reweighted kT <G>: {kT * quad['G_cond']:.4f} {unit}")
print(f"blue-moon mean force dF/dtheta: {quad['force']:.4f} {unit}")
print(f"numerical dF/dtheta: {slope:.4f} {unit}")
print(f"dF/dtheta per degree: {slope * np.pi / 180:.5f} kJ/mol/deg")
print("CONSTRAINED DYNAMICS (value, standard error)")
print(f"replicas: {replicas};  time step: {dt} ps;  "
      f"production: {production * dt:.1f} ps each")
print(f"equilibration: {equilibration * dt:.1f} ps;  "
      f"velocities redrawn every {25 * dt:.1f} ps")
print(f"<lambda>_c: {md_lam[0]:.3f}, {md_lam[1]:.3f} {unit}")
print(f"unweighted <lambda + kT G>_c: {md_unweighted[0]:.3f}, "
      f"{md_unweighted[1]:.3f} {unit}")
print(f"reweighted mean force: {md_force[0]:.3f}, {md_force[1]:.3f} {unit}")
print(f"<r1>_c: {md_r1_c[0]:.5f}, {md_r1_c[1]:.5f} nm")
print(f"reweighted <r1>: {md_r1_cond[0]:.5f}, {md_r1_cond[1]:.5f} nm")
print("FREE-ENERGY DIFFERENCE F(120 deg) - F(60 deg)")
print(f"direct, from P(theta): {delta_direct:.4f} kJ/mol")
print(f"integrated blue-moon mean force: {delta_force:.4f} kJ/mol")
print(f"reweighted, curvature term omitted: {delta_no_g:.4f} kJ/mol")
print(f"curvature term kept, weight omitted: {delta_unweighted:.4f} kJ/mol")
print("STIFF BONDS (AB and BC force constants times 100)")
print(f"unweighted <lambda + kT G>_c: {quad_stiff['unweighted']:.4f} {unit}")
print(f"true mean force: {quad_stiff['force']:.4f} {unit}")
print(f"excess divided by kT G at rest lengths: {stiff_ratio:.4f}")
print("all assertions hold")
```

Printed output:

```
temperature: 300 K;  kT: 2.4943 kJ/mol
masses A, B, C: [20. 10. 30.] u
spring AB: k = 2000 kJ/mol/nm^2, rest length = 0.30 nm
spring BC: k = 3000 kJ/mol/nm^2, rest length = 0.25 nm
spring AC: k = 500 kJ/mol/nm^2, rest length = 0.40 nm
constrained angle: 70.0 deg
Z at AB, BC rest lengths: 2.8879 1/(u nm^2)
G at AB, BC rest lengths: 0.8677 (per rad)
kT G at AB, BC rest lengths: 2.1643 kJ/mol/rad
largest relative error, metric ratio against Z: 5.9e-11
QUADRATURE at the constrained angle
<Z^-1/2>_c: 0.60838 u^(1/2) nm
<r1>_c: 0.31699 nm;  <r1>_cond: 0.31832 nm
<lambda>_c: -9.0986 kJ/mol/rad
numerical dF_c/dtheta: -9.0986 kJ/mol/rad
kT <G>_c: 2.1232 kJ/mol/rad
unweighted <lambda + kT G>_c: -6.9754 kJ/mol/rad
reweighted <lambda>: -10.0175 kJ/mol/rad
reweighted kT <G>: 2.1254 kJ/mol/rad
blue-moon mean force dF/dtheta: -7.8922 kJ/mol/rad
numerical dF/dtheta: -7.8922 kJ/mol/rad
dF/dtheta per degree: -0.13774 kJ/mol/deg
CONSTRAINED DYNAMICS (value, standard error)
replicas: 1500;  time step: 0.004 ps;  production: 8.0 ps each
equilibration: 2.0 ps;  velocities redrawn every 0.1 ps
<lambda>_c: -9.102, 0.044 kJ/mol/rad
unweighted <lambda + kT G>_c: -6.978, 0.044 kJ/mol/rad
reweighted mean force: -7.894, 0.045 kJ/mol/rad
<r1>_c: 0.31685, 0.00013 nm
reweighted <r1>: 0.31819, 0.00013 nm
FREE-ENERGY DIFFERENCE F(120 deg) - F(60 deg)
direct, from P(theta): -1.0337 kJ/mol
integrated blue-moon mean force: -1.0337 kJ/mol
reweighted, curvature term omitted: -2.8358 kJ/mol
curvature term kept, weight omitted: -0.3226 kJ/mol
STIFF BONDS (AB and BC force constants times 100)
unweighted <lambda + kT G>_c: -8.8748 kJ/mol/rad
true mean force: -9.9551 kJ/mol/rad
excess divided by kT G at rest lengths: 0.4991
all assertions hold
```
